# Dopant density from the capacitance of a depleted organic layer, part 1

(Sections cited here and not found follow in the second part.)

## A. The capacitance law

A hole-transport layer in an organic light-emitting device can be doped with strong electron acceptors. Each acceptor can take an electron from a host molecule and leave a mobile hole behind. In organic hosts, whose permittivity is low, the hole may stay bound to the acceptor that made it, so the density of free holes can be far below the density of dopants. Suppose that such a layer touches a metal that repels holes. Near the metal the holes are gone and the ionized acceptors remain, and the width of this depleted region changes with bias. The contact then acts as a capacitor whose thickness is set by the voltage. If the inverse squared capacitance plots as a straight line against voltage, which density does the slope give: that of the dopants or that of the free holes?

Under the conditions stated below, it gives the density of all acceptors, including those that are neutral in the undepleted layer. This half derives the law.

### A.1 Geometry and signs

The layer fills $0<x<L$. The metal that repels holes is at $x=0$, and an ohmic contact is at $x=L$. Everything depends on $x$ alone. The acceptor density $N$ and the permittivity $\varepsilon=\varepsilon_r\varepsilon_0$ are uniform, and $q>0$ is the elementary charge. All charges and capacitances are per unit area unless stated otherwise.

The electrostatic potential $\phi(x)$ is measured from the neutral interior, where $\phi=0$. A hole has the potential energy $q\phi$, so a region that repels holes has $\phi>0$. Call the value at the metal $\phi_s$. With no bias it equals the built-in potential $V_{bi}>0$.

The bias $V$ is the voltage of the ohmic side relative to the metal. Raising the ohmic side by $V$ reduces the excess potential of the metal by the same amount:

$$\phi_s=V_{bi}-V. \tag{A1}$$

Positive $V$ is forward bias and narrows the depleted region. Equation (A1) assumes that the whole applied voltage drops across the depleted region, and that no interface charge or dipole changes with bias, so that $V_{bi}$ is constant.

### A.2 Holes and acceptors in local equilibrium

The hole current is the sum of drift and diffusion. If the net current is negligible beside either part, then

$$-q\mu p\frac{d\phi}{dx}-qD\frac{dp}{dx}=0 .$$

Here $p$ is the hole density, $\mu$ the mobility and $D$ the diffusion constant. For a nondegenerate hole gas $D=\mu V_T$, with $V_T=kT/q$. Division by $q\mu p$ gives $d(\ln p)/dx=-(1/V_T)\,d\phi/dx$. Integration from the neutral interior, where $p=p_0$ and $\phi=0$, gives

$$p=p_0e^{-u},\qquad u=\phi/V_T. \tag{A2}$$

An acceptor is either neutral, with its hole bound to it, or negatively ionized, with its hole free. Let $N^0$ and $N^-$ be the two densities, with $N^0+N^-=N$. The reaction that frees a hole obeys the law of mass action,

$$\frac{pN^-}{N^0}=K,\qquad K=N_{site}\,e^{-G/kT}. \tag{A3}$$

Here $N_{site}$ is the density of molecular sites, and $G$ is the free energy needed to separate the pair, with spin weights included. The potential does not alter $K$. At a given place the freed hole has energy $+q\phi$ and the ion left behind has energy $-q\phi$, and the two cancel.

In the interior, neutrality requires $N^-=p_0$. Write $p_0=f_0N$, where $f_0$ is the ionized fraction there. Then $N^0=(1-f_0)N$, and (A3) becomes

$$\frac{f_0^2}{1-f_0}=\kappa,\qquad \kappa=\frac{K}{N}. \tag{A4}$$

Multiplying out gives $f_0^2+\kappa f_0-\kappa=0$. The positive root is

$$f_0=\frac{-\kappa+\sqrt{\kappa^2+4\kappa}}{2}. \tag{A5}$$

Elsewhere let $f=N^-/N$ be the local ionized fraction. Equation (A3) reads $pf/(1-f)=K$, so

$$\frac{1-f}{f}=\frac pK=\frac{p_0}{K}e^{-u}.$$

In the interior $u=0$ and $f=f_0$, which fixes the prefactor as $p_0/K=(1-f_0)/f_0$. Call this number $r$. Solving for $f$,

$$f=\frac{1}{1+re^{-u}},\qquad r=\frac{1}{f_0}-1. \tag{A6}$$

As $u$ grows, $f$ tends to 1. Removing the free holes pulls the reaction toward dissociation, and acceptors that were neutral become ionized. This is why the depleted region can hold much more ionic charge per volume than the interior does.

### A.3 Poisson's equation and its first integral

The charge density is $\rho=q(p-Nf)$, and Poisson's equation is $\phi''=-\rho/\varepsilon$. With (A2) and (A6),

$$\phi''=\frac{qN}{\varepsilon}\,s(\phi),\qquad s(\phi)=\frac{1}{1+re^{-u}}-f_0e^{-u}. \tag{A7}$$

The function $s$ is the net negative charge density in units of $qN$. It vanishes at $\phi=0$, since the interior is neutral, and tends to 1 deep in the depleted region. It rises steadily between them, because

$$\frac{ds}{du}=re^{-u}f^2+f_0e^{-u}>0 .$$

Hence $\phi''>0$ wherever $\phi>0$. The potential is a convex curve that falls from $\phi_s$ at the metal to zero in the interior, with $\phi'<0$ on the way.

Multiply (A7) by $\phi'$. The left side becomes $\phi'\phi''=\tfrac12\,d(\phi'^2)/dx$. The right side is the $x$-derivative of $(qN/\varepsilon)\int_0^\phi s\,d\phi$. Both $\phi$ and $\phi'$ vanish in the interior, so integration from there leaves no constant:

$$\tfrac12\phi'^2=\frac{qN}{\varepsilon}\,I(\phi),\qquad I(\phi)=\int_0^{\phi}s(\phi_1)\,d\phi_1. \tag{A8}$$

This step needs a neutral region that is thick enough for the potential to die out before the ohmic contact.

The field at the metal is $F=-\phi'(0)>0$ and points into the layer. By Gauss's law the metal carries the charge $Q=\varepsilon F$, and the layer carries $-Q$. From (A8),

$$Q^2=2\varepsilon qN\,I(\phi_s). \tag{A9}$$

### A.4 Capacitance

The voltage of the metal relative to the ohmic side is $-V$, which by (A1) equals $\phi_s-V_{bi}$. Since $V_{bi}$ is constant,

$$C=\frac{dQ}{d(-V)}=\frac{dQ}{d\phi_s}.$$

This is the quasi-static capacitance: holes and acceptors are assumed to reach equilibrium both at each bias point and during each cycle of the small measuring signal. Differentiating (A9), with $dI/d\phi_s=s(\phi_s)=s_s$, gives $2Q\,C=2\varepsilon qN s_s$, so $C=\varepsilon qNs_s/Q$. Inverting, squaring and inserting (A9),

$$\frac1{C^2}=\frac{Q^2}{(\varepsilon qNs_s)^2}=\frac{2I(\phi_s)}{\varepsilon qN\,s_s^2}. \tag{A10}$$

The integral has a closed form. Multiply numerator and denominator of the first term of $s$ by $e^{u}$:

$$\int_0^{u}\frac{e^{u_1}}{e^{u_1}+r}\,du_1=\ln\frac{e^{u}+r}{1+r}.$$

The second term gives $\int_0^uf_0e^{-u_1}du_1=f_0(1-e^{-u})$. Since $d\phi=V_T\,du$,

$$I=V_T\left[\ln\frac{e^{u}+r}{1+r}-f_0\left(1-e^{-u}\right)\right]. \tag{A11}$$

Equations (A10) and (A11), with $u=u_s=\phi_s/V_T$, hold for any positive $\phi_s$ within the model, including small ones.

### A.5 The straight line

Rewrite the logarithm in (A11) with $1+r=1/f_0$:

$$\ln\frac{e^{u}+r}{1+r}=u+\ln\left(1+re^{-u}\right)+\ln f_0 .$$

When $e^{-u}$ and $re^{-u}$ are both small, the middle term drops out and $s_s\to1$. Then

$$I\to V_T(u_s+\ln f_0-f_0)=\phi_s-\Delta,\qquad \Delta=V_T\,(f_0-\ln f_0). \tag{A12}$$

Inserting this and (A1) into (A10) gives

$$\boxed{\frac1{C^2}=\frac{2\,(V_{bi}-V-\Delta)}{q\varepsilon N},\qquad \frac{d}{dV}\frac1{C^2}=-\frac{2}{q\varepsilon N}} \tag{A13}$$

The slope is negative because forward bias narrows the depleted region and raises $C$. It contains $N$ and not $f_0N$. The bulk ionized fraction enters through $\Delta$, which shifts the line along the voltage axis without tilting it.

The size of the error near flat band follows from the terms that were dropped. To first order in $e^{-u_s}$, $s_s=1-(r+f_0)e^{-u_s}$, so $1/s_s^2$ exceeds 1 by $2(r+f_0)e^{-u_s}$. In the same order $I$ exceeds $\phi_s-\Delta$ by $V_T(r+f_0)e^{-u_s}$. The true $1/C^2$ therefore lies above the straight line by the fraction

$$\eta\simeq(r+f_0)\,e^{-u_s}\left[2+\frac{V_T}{\phi_s-\Delta}\right]. \tag{A14}$$

### A.6 What the slope counts

Define a width by $W=\varepsilon/C$. From (A13) and (A1),

$$W=\sqrt{\frac{2\varepsilon(\phi_s-\Delta)}{qN}}. \tag{A15}$$

Equation (A9) with $I=\phi_s-\Delta$ gives $Q=\sqrt{2\varepsilon qN(\phi_s-\Delta)}=qNW$. An increase $dW$ therefore adds the charge $dQ=qN\,dW$.

Counting holes gives the same result. A slice of the interior contains $f_0N$ free holes and $(1-f_0)N$ bound ones per volume. As the depletion edge passes, the free holes leave. The neutral acceptors then dissociate, and their holes leave too. In all, $N$ holes per volume have gone, and $N$ negative ions remain.

The width also has a meaning that does not depend on a sharp edge. Let a small change of bias alter the potential by $\delta\phi$ and the charge density by $\delta\rho$, so that $\delta\phi''=-\delta\rho/\varepsilon$. Integrate by parts from the metal into the interior, where $\delta\phi$ and its derivative vanish:

$$\int x\,\delta\phi''\,dx=\left[x\,\delta\phi'\right]-\int\delta\phi'\,dx=0+\delta\phi(0).$$

Thus $\delta\phi_s=-(1/\varepsilon)\int x\,\delta\rho\,dx$, while neutrality of the whole device gives $\delta Q=-\int\delta\rho\,dx$. Dividing,

$$\frac{\varepsilon}{C}=\frac{\int x\,\delta\rho\,dx}{\int\delta\rho\,dx}=W. \tag{A16}$$

The capacitance measures the mean distance from the metal at which charge is added or removed.

### A.7 The voltage offset

Since $I=\int_0^{\phi_s}s\,d\phi$, the offset can be written $\Delta=\int_0^{\phi_s}(1-s)\,d\phi$ for large $\phi_s$. It collects the potential range over which the charge density has not yet reached $-qN$. The residual holes contribute $f_0V_T$. The acceptors that are still neutral contribute $-V_T\ln f_0$.

Two limits are useful.

- **Full ionization,** $f_0=1$. Then $\Delta=V_T$, and the voltage intercept of the line is $V_{bi}-kT/q$.
- **Weak ionization,** $\kappa\ll1$. Then (A5) gives $f_0\simeq\sqrt\kappa$, and to leading order $\Delta\simeq-\tfrac12V_T\ln\kappa=\tfrac1{2q}\left[G-kT\ln(N_{site}/N)\right]$. The offset approaches half the binding energy less an entropy term, and can be much larger than $kT/q$.

Between these limits $d\Delta/df_0=V_T(1-1/f_0)<0$, so at fixed temperature a smaller ionized fraction means a larger offset. Someone who wants $V_{bi}$ from the intercept must know $f_0$. Someone who wants $N$ from the slope need not.

## B. Reading the plot, with an example and its limits

The symbols carried over are these. The layer has acceptor density $N$, permittivity $\varepsilon$ and thickness $L$. In its neutral interior a fraction $f_0$ of the acceptors is ionized, and the hole density is $p_0=f_0N$. The bias $V$ is positive forward, the potential at the metal is $\phi_s=V_{bi}-V$, and $V_T=kT/q$. With $r=1/f_0-1$ and $u=\phi/V_T$, the net negative charge density is $qNs$, where $s=1/(1+re^{-u})-f_0e^{-u}$. The capacitance per area obeys

$$\frac1{C^2}=\frac{2I}{\varepsilon qNs_s^2}\;\longrightarrow\;\frac{2(V_{bi}-V-\Delta)}{q\varepsilon N},\qquad I=\int_0^{\phi_s}s\,d\phi,\qquad \Delta=V_T(f_0-\ln f_0). \tag{B1}$$

The arrow applies once $e^{-u_s}$ and $re^{-u_s}$ are small, where $u_s=\phi_s/V_T$. The width is $W=\varepsilon/C$, and the metal charge on the straight line is $Q=qNW$.

### B.1 Procedure

An instrument reports the total capacitance $C_{tot}=AC$ of a contact of area $A$. Since $1/C^2=A^2/C_{tot}^2$, the slope gives

$$N=\frac{2}{q\varepsilon A^2\left|d(C_{tot}^{-2})/dV\right|}. \tag{B2}$$

1. Subtract any constant parallel capacitance of leads and contact edges before squaring.
2. Fit $C_{tot}^{-2}$ against $V$ over a range in which the plot is straight, and apply (B2).
3. Compute $W=\varepsilon A/C_{tot}$ and confirm that it stays well below $L$.
4. Repeat at a lower frequency. If the slope changes, the quasi-static condition was not met (sections B.4 and B.5).

For a circular contact $A^2$ varies as the fourth power of the diameter, so a diameter taken 1% too large makes $N$ about 4% too small. An error in $\varepsilon$ passes into $N$ in inverse proportion.

### B.2 Worked example

The parameters are round values in the rough range of a lightly doped amorphous hole-transport layer: $\varepsilon_r=3.0$, $N=2.0\times10^{17}\ \mathrm{cm^{-3}}$, $N_{site}=10^{21}\ \mathrm{cm^{-3}}$, $G=0.30$ eV, $V_{bi}=0.80$ V, $L=250$ nm and $T=300$ K, for which $V_T=25.85$ mV.

The mass-action constant relative to $N$ is

$$\kappa=\frac{10^{21}}{2\times10^{17}}\,e^{-0.30/0.02585}=0.0456 .$$

The positive root of $f_0^2+\kappa f_0-\kappa=0$ is $f_0=0.192$, so $p_0=3.84\times10^{16}\ \mathrm{cm^{-3}}$. Four fifths of the acceptors in the interior are neutral. The offset is

$$\Delta=25.85\ \mathrm{mV}\times(0.192+1.650)=47.6\ \mathrm{mV}.$$

With $\varepsilon=2.656\times10^{-13}$ F/cm, the magnitude of the slope is

$$\frac{2}{q\varepsilon N}=\frac{2}{(1.602\times10^{-19})(2.656\times10^{-13})(2\times10^{17})}=2.35\times10^{14}\ \mathrm{cm^4\,F^{-2}\,V^{-1}}.$$

At zero bias $1/C^2=2.35\times10^{14}\times0.752=1.77\times10^{14}\ \mathrm{cm^4/F^2}$. Hence $C=75.2\ \mathrm{nF/cm^2}$ and $W=35.3$ nm. At $-2$ V the corresponding values are $6.47\times10^{14}\ \mathrm{cm^4/F^2}$, $39.3\ \mathrm{nF/cm^2}$ and 67.6 nm.

Reading the line backwards from these two points,

$$\left|\frac{d(C^{-2})}{dV}\right|=\frac{(6.467-1.768)\times10^{14}}{2.00}=2.35\times10^{14}\ \mathrm{cm^4\,F^{-2}\,V^{-1}},$$

which returns $N=2.00\times10^{17}\ \mathrm{cm^{-3}}$. This is 5.2 times the free-hole density.

The law was tested against a numerical solution of the nonlinear Poisson equation on a grid. There the capacitance was found by summing the charge in the layer at two biases 2 mV apart and dividing the difference by the voltage step. At nine biases from $-2$ to 0 V the result agreed with the straight line within the tolerance of 0.2%. The fitted intercept was 0.752 V, which equals $V_{bi}-\Delta$. With full ionization imposed, the same calculation gave the same density and an intercept of 0.774 V, which is $V_{bi}-V_T$.

The numerical profile also shows how sharp the edge is. At $-2$ V the acceptors are ionized to six decimal places at $x=W/2$, but to 45% at $x=W$. The width is a mean position of the moving charge and not a boundary beyond which ionization stops.

When holes and acceptors stay in equilibrium and the acceptors in the depleted region are fully ionized, the slope of $1/C^2$ against $V$ gives the density of all acceptors, not that of the free holes, and the worked example bears this out. What remains is to see how the reading is affected near flat band, by incomplete or slow ionization, by series resistance, temperature and disorder, and by high fields and discrete dopants.
